# Subthreshold swing of a transistor with interface traps at 300 K: a program that tests the result

```python
# Result under test: subthreshold swing of a MOS transistor with interface traps,
#   S = ln(10) * (kT/e) * (1 + C_it/C_ox),  C_it = e*D,  C_ox = eps_ox/t_ox,
# with D the trap density per cm^2 per eV and t_ox the oxide thickness.
# The depletion capacitance is neglected except in one separate test.
# The independent road solves the gate charge balance with Fermi-filled traps
# and reads the swing from the gate voltages at two electron sheet densities.
# u = surface Fermi level above midgap (V); lengths in cm, capacitances in F/cm^2.
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.optimize import brentq
from scipy.special import expit

EPS0_CM = epsilon_0 / 100.0      # F/cm
EPS_OXIDE = 3.9                  # relative permittivity of SiO2
EPS_SEMI = 10.0                  # relative permittivity, model semiconductor
HALF_GAP = 1.5                   # eV, model semiconductor
SHEET_STATES = 1e13              # cm^-2, effective sheet density of band states
BULK_POTENTIAL = 1.3             # V, bulk Fermi level below midgap
N_LOW, N_HIGH = 1e6, 1e7         # cm^-2, one decade of electron density


def oxide_capacitance(t_nm):
    return EPS_OXIDE * EPS0_CM / (t_nm * 1e-7)


def swing_formula(t_nm, density, temp, c_dep=0.0):
    ratio = (e * density + c_dep) / oxide_capacitance(t_nm)
    return np.log(10) * k * temp / e * (1 + ratio)


def filled_traps(u, density, temp, band_top=HALF_GAP):
    energy = np.linspace(-HALF_GAP, band_top, 6001)
    occupation = expit((u - energy) * e / (k * temp))
    step = energy[1] - energy[0]
    total = occupation.sum() - 0.5 * (occupation[0] + occupation[-1])
    return density * step * total


def log_electrons(u, temp):
    return np.log(SHEET_STATES) + (u - HALF_GAP) * e / (k * temp)


def depletion_count(u, doping):
    bending = max(u + BULK_POTENTIAL, 0.0)
    return np.sqrt(2 * EPS_SEMI * EPS0_CM * doping * bending / e)


def surface_level(v_gate, t_nm, density, temp, band_top, doping):
    c_ox = oxide_capacitance(t_nm)

    def imbalance(u):
        count = filled_traps(u, density, temp, band_top)
        count += np.exp(log_electrons(u, temp))
        count += depletion_count(u, doping)
        return u + e * count / c_ox - v_gate

    return brentq(imbalance, -3.0, 2.0)


def simulate(t_nm, density, temp, band_top=HALF_GAP, doping=0.0):
    """Return swing in V and surface levels at the two electron densities."""
    args = (t_nm, density, temp, band_top, doping)
    gates = []
    for target in (N_LOW, N_HIGH):
        def mismatch(v_gate):
            u = surface_level(v_gate, *args)
            return log_electrons(u, temp) - np.log(target)
        gates.append(brentq(mismatch, 0.0, 40.0))
    levels = [surface_level(v, *args) for v in gates]
    return gates[1] - gates[0], levels


T, T_OX, D_IT = 300.0, 50.0, 1e12
TOL = 6e-5   # V; the mobile electrons, absent from the formula, add up to 4e-5 V

# Formula against the charge-balance solution, over several parameter sets
cases = [(50.0, 1e12, 300.0), (25.0, 1e12, 300.0), (100.0, 1e12, 300.0),
         (50.0, 2e12, 300.0), (50.0, 1e11, 300.0), (50.0, 1e12, 400.0)]
results = {}
for case in cases:
    results[case] = simulate(*case)
    assert abs(results[case][0] - swing_formula(*case)) < TOL, case

swing = swing_formula(T_OX, D_IT, T)
swing_sim, (u_low, u_high) = results[(T_OX, D_IT, T)]
assert round(1e3 * swing) == 198

# Voltage split over one decade, from counted traps and electrons
c_ox = oxide_capacitance(T_OX)
new_traps = filled_traps(u_high, D_IT, T) - filled_traps(u_low, D_IT, T)
trap_voltage = e * new_traps / c_ox
electron_voltage = e * (N_HIGH - N_LOW) / c_ox
assert abs((u_high - u_low) + trap_voltage - swing) < TOL
assert electron_voltage < 1e-3 * trap_voltage

# Traps lying well below the surface Fermi level leave the swing thermal
DEEP_TOP = 0.8
thermal = np.log(10) * k * T / e
swing_deep, _ = simulate(T_OX, D_IT, T, band_top=DEEP_TOP)
assert abs(swing_deep - thermal) < TOL

# Depletion charge of a doped body adds C_d = eps_s/w to the trap capacitance
DOPING = 1e16
swing_doped, doped_levels = simulate(T_OX, D_IT, T, doping=DOPING)
bending = np.mean(doped_levels) + BULK_POTENTIAL
width = np.sqrt(2 * EPS_SEMI * EPS0_CM * bending / (e * DOPING))
c_dep = EPS_SEMI * EPS0_CM / width
assert abs(swing_doped - swing_formula(T_OX, D_IT, T, c_dep)) < TOL
assert swing_doped > swing_sim

print(f"temperature: {T:.0f} K")
print(f"oxide thickness: {T_OX:.0f} nm")
print(f"oxide relative permittivity: {EPS_OXIDE:.1f}")
print(f"vacuum permittivity: {EPS0_CM:.4e} F/cm")
print(f"elementary charge: {e:.4e} C")
print(f"trap density: {D_IT:.1e} per cm^2 per eV")
print(f"thermal voltage kT/e: {1e3 * k * T / e:.3f} mV")
print(f"thermal swing ln(10) kT/e: {1e3 * thermal:.2f} mV/decade")
print(f"oxide capacitance: {c_ox:.4e} F/cm^2")
print(f"trap capacitance: {e * D_IT:.4e} F/cm^2")
print(f"ratio C_it/C_ox: {e * D_IT / c_ox:.4f}")
print(f"swing from formula: {1e3 * swing:.2f} mV/decade")
print(f"swing from charge balance: {1e3 * swing_sim:.2f} mV/decade")
print(f"electron density, start of decade: {N_LOW:.0e} per cm^2")
print(f"electron density, end of decade: {N_HIGH:.0e} per cm^2")
print(f"surface level at start: {u_low:.4f} V above midgap")
print(f"surface level at end: {u_high:.4f} V above midgap")
print(f"traps filled in one decade: {new_traps:.3e} per cm^2")
print(f"oxide voltage for these traps: {1e3 * trap_voltage:.2f} mV")
print(f"oxide voltage for electrons: {1e3 * electron_voltage:.3f} mV")
for case in cases[1:]:
    print(f"swing at {case[0]:.0f} nm, {case[1]:.0e} /cm^2/eV, {case[2]:.0f} K: "
          f"formula {1e3 * swing_formula(*case):.2f}, "
          f"balance {1e3 * results[case][0]:.2f} mV/decade")
print(f"model half gap: {HALF_GAP:.1f} eV")
print(f"top of deep trap band: {DEEP_TOP:.1f} eV above midgap")
print(f"swing with deep traps only: {1e3 * swing_deep:.2f} mV/decade")
print(f"model semiconductor relative permittivity: {EPS_SEMI:.0f}")
print(f"model doping: {DOPING:.0e} per cm^3")
print(f"model bulk potential: {BULK_POTENTIAL:.1f} V")
print(f"band bending, mid-decade: {bending:.3f} V")
print(f"depletion width: {width * 1e7:.1f} nm")
print(f"depletion capacitance: {c_dep:.3e} F/cm^2")
print(f"ratio C_d/C_ox: {c_dep / c_ox:.4f}")
print(f"swing with depletion, formula: "
      f"{1e3 * swing_formula(T_OX, D_IT, T, c_dep):.2f} mV/decade")
print(f"swing with depletion, balance: {1e3 * swing_doped:.2f} mV/decade")
print("no test failed")
```

Output:

```
temperature: 300 K
oxide thickness: 50 nm
oxide relative permittivity: 3.9
vacuum permittivity: 8.8542e-14 F/cm
elementary charge: 1.6022e-19 C
trap density: 1.0e+12 per cm^2 per eV
thermal voltage kT/e: 25.852 mV
thermal swing ln(10) kT/e: 59.53 mV/decade
oxide capacitance: 6.9063e-08 F/cm^2
trap capacitance: 1.6022e-07 F/cm^2
ratio C_it/C_ox: 2.3199
swing from formula: 197.62 mV/decade
swing from charge balance: 197.64 mV/decade
electron density, start of decade: 1e+06 per cm^2
electron density, end of decade: 1e+07 per cm^2
surface level at start: 1.0833 V above midgap
surface level at end: 1.1428 V above midgap
traps filled in one decade: 5.953e+10 per cm^2
oxide voltage for these traps: 138.09 mV
oxide voltage for electrons: 0.021 mV
swing at 25 nm, 1e+12 /cm^2/eV, 300 K: formula 128.57, balance 128.58 mV/decade
swing at 100 nm, 1e+12 /cm^2/eV, 300 K: formula 335.72, balance 335.76 mV/decade
swing at 50 nm, 2e+12 /cm^2/eV, 300 K: formula 335.72, balance 335.74 mV/decade
swing at 50 nm, 1e+11 /cm^2/eV, 300 K: formula 73.34, balance 73.36 mV/decade
swing at 50 nm, 1e+12 /cm^2/eV, 400 K: formula 263.49, balance 263.52 mV/decade
model half gap: 1.5 eV
top of deep trap band: 0.8 eV above midgap
swing with deep traps only: 59.55 mV/decade
model semiconductor relative permittivity: 10
model doping: 1e+16 per cm^3
model bulk potential: 1.3 V
band bending, mid-decade: 2.413 V
depletion width: 516.4 nm
depletion capacitance: 1.714e-08 F/cm^2
ratio C_d/C_ox: 0.2482
swing with depletion, formula: 212.40 mV/decade
swing with depletion, balance: 212.42 mV/decade
no test failed
```
